# Neumann's dipole fluctuation formula and the choice of boundary permittivity

**Q.** I have a periodic simulation of a polar liquid and want its relative permittivity $\varepsilon$ from the fluctuations of the cell dipole $\mathbf M$. I am told that I must also specify a permittivity $\varepsilon'$ of something outside. My cell has no outside. Why should it matter?

**A.** Dipole interactions fall off as $1/r^3$, so their sum over infinitely many replicas depends on how the sum is completed. We complete it by letting the replicas fill a macroscopic sphere inside a continuum of relative permittivity $\varepsilon'$. The surface of the sphere is far away, but the field of its charge is uniform inside and does not vanish as the sphere grows.

The liquid is isotropic and classical, at temperature $T$, in a cubic cell of volume $V$. Its molecules are neutral and rigid, with no electronic polarizability, and there are no mobile ions. The cell dipole $\mathbf M$ is the sum of the molecular dipoles, with each molecule kept whole across the cell faces. I use SI units.

**Q.** Then show me that field.

**A.** Let the sphere have radius $R$ and uniform polarization $\mathbf P=\mathbf M/V$ along $z$, and let the applied field far away in the continuum be $E_0$ along $z$. Treat $\mathbf P$ explicitly, so that the inside has vacuum permittivity plus $\mathbf P$. The potentials are

$$\phi_{\rm in}=-Er\cos\theta,\qquad \phi_{\rm out}=\left(-E_0r+\frac{b}{r^2}\right)\cos\theta .$$

Continuity at $r=R$ gives $-ER=-E_0R+b/R^2$, hence $b=(E_0-E)R^3$. There is no free charge on the surface, so the radial displacement is continuous:

$$\varepsilon_0E+P=\varepsilon_0\varepsilon'\left(E_0+\frac{2b}{R^3}\right)=\varepsilon_0\varepsilon'(3E_0-2E).$$

Collecting $E$ gives $(2\varepsilon'+1)E=3\varepsilon'E_0-P/\varepsilon_0$. With $s=2\varepsilon'+1$,

$$\mathbf E=\mathbf G-\frac{\mathbf P}{\varepsilon_0 s},\qquad \mathbf G=\frac{3\varepsilon'}{s}\mathbf E_0. \tag{1}$$

The radius has dropped out. $\mathbf G$ is what the external sources produce in the empty cavity, and the second term is the depolarizing field. For $\varepsilon'=1$ the latter is the familiar $-\mathbf P/(3\varepsilon_0)$. For $\varepsilon'\to\infty$, called tin foil, it vanishes, while $\mathbf G$ tends to the finite value $3\mathbf E_0/2$.

**Q.** A simulation needs an energy, not a field. Is the energy $-\mathbf M\cdot\mathbf E$?

**A.** No. The two parts of $\mathbf E$ enter differently. The energy per cell is

$$H=H_{\rm tf}+\frac{M^2}{2\varepsilon_0sV}-\mathbf M\cdot\mathbf G, \tag{2}$$

where $H_{\rm tf}$ is the tin-foil energy, in which a uniform polarization creates no average field. In an Ewald sum it is the energy without the $k=0$ term.

The factor one half follows from the force on a single dipole $\boldsymbol\mu_i$. Since $\mathbf M=\sum_i\boldsymbol\mu_i$,

$$-\frac{\partial}{\partial\boldsymbol\mu_i}\left(\frac{M^2}{2\varepsilon_0sV}-\mathbf M\cdot\mathbf G\right)=-\frac{\mathbf M}{\varepsilon_0sV}+\mathbf G=\mathbf E .$$

These two terms thus give each dipole the field (1), in addition to the field of the other dipoles contained in $H_{\rm tf}$. The sources of $\mathbf G$ are fixed and take no half; the depolarizing field is made by the dipoles themselves and does. The continuum is assumed to follow $\mathbf M$ in equilibrium, so the quadratic term is strictly a free energy. Since $1/s=1/3-2(\varepsilon'-1)/(3s)$, it is the vacuum surface energy $M^2/(6\varepsilon_0V)$ lowered by the equilibrium response of the continuum.

The boundary term can be seen in a lattice sum. I summed the dipole interaction tensor directly over a large sphere of replicas in vacuum, with a smoothed rim, and subtracted the Ewald tensor without $k=0$. The diagonal difference is $4.18879$ in units of $1/(4\pi\varepsilon_0V)$. This is $4\pi/3$, or $1/(3\varepsilon_0V)$, as (2) requires for $s=3$.

**Q.** Now the fluctuations. How do they know about a field that is not applied?

**A.** Through the Boltzmann weight. Let $H_0$ be $H$ at $\mathbf G=0$, including the boundary term, and put $\mathbf G$ along $z$. With $\beta=1/(kT)$,

$$\langle M_z\rangle_G=\frac{\int M_z\,e^{-\beta H_0+\beta GM_z}\,d\Gamma}{\int e^{-\beta H_0+\beta GM_z}\,d\Gamma}.$$

Differentiating the numerator brings down $\beta M_z$, and differentiating the denominator subtracts the squared mean:

$$\left.\frac{\partial\langle M_z\rangle_G}{\partial G}\right|_{G=0}=\beta\left(\langle M_z^2\rangle-\langle M_z\rangle^2\right)=\frac{\operatorname{var}(M)}{3kT}.$$

Here $\operatorname{var}(M)=\langle\mathbf M\cdot\mathbf M\rangle-\langle\mathbf M\rangle\cdot\langle\mathbf M\rangle$ is the total variance, and isotropy gives each component one third of it. To first order in the field,

$$\mathbf P=\frac{\langle\mathbf M\rangle}{V}=\varepsilon_0A\,\mathbf G,\qquad A=\frac{\operatorname{var}(M)}{3\varepsilon_0VkT}. \tag{3}$$

**Q.** So $\varepsilon-1=A$, and $\varepsilon'$ was a detour?

**A.** That holds for tin foil. The permittivity is defined by the Maxwell field in the liquid, $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$, not by $\mathbf G$. Inserting (3) into (1) gives $\mathbf E=\mathbf G(1-A/s)$, so

$$\varepsilon-1=\frac{P}{\varepsilon_0E}=\frac{A}{1-A/s}. \tag{4}$$

Multiply by the denominator and move the term with $A/s$ to the right:

$$\varepsilon-1=A\left(1+\frac{\varepsilon-1}{s}\right)=A\,\frac{s+\varepsilon-1}{s}.$$

Since $s+\varepsilon-1=2\varepsilon'+\varepsilon$,

$$\frac{(\varepsilon-1)(2\varepsilon'+1)}{2\varepsilon'+\varepsilon}=\frac{\operatorname{var}(M)}{3\varepsilon_0VkT}. \tag{5}$$

This is Neumann's formula. In Gaussian units $1/\varepsilon_0$ becomes $4\pi$, and the right side reads $4\pi\operatorname{var}(M)/(3VkT)$.

Three cases are useful:

- Tin foil, $\varepsilon'\to\infty$: $A=\varepsilon-1$.
- Matched medium, $\varepsilon'=\varepsilon$: $A=(\varepsilon-1)(2\varepsilon+1)/(3\varepsilon)$.
- Vacuum, $\varepsilon'=1$: $A=3(\varepsilon-1)/(\varepsilon+2)$, which stays below 3 however large $\varepsilon$ is.

**Q.** You used the depolarizing field twice, once in $H_0$ and once in passing from $\mathbf G$ to $\mathbf E$. Is that double counting?

**A.** No. In $H_0$ it acts on the molecules and reduces the variance. In (4) it adds no force; it only converts the response to $\mathbf G$ into the response to $\mathbf E$. The first use makes $A$ depend on the boundary, and the second removes that dependence from $\varepsilon$.

**Q.** That removal should be visible without any applied field.

**A.** It is. By (2), changing from tin foil to $\varepsilon'$ multiplies the probability of each $\mathbf M$ by $\exp[-M^2/(2\varepsilon_0sVkT)]$, up to normalization. Suppose the tin-foil distribution is Gaussian, with variance $\sigma_{\rm tf}^2=\varepsilon_0VkT(\varepsilon-1)$ per component. The product is again Gaussian, and the coefficients in the exponent add:

$$\frac1{\sigma^2}=\frac1{\sigma_{\rm tf}^2}+\frac1{\varepsilon_0sVkT}.$$

Multiply by $\varepsilon_0VkT$ and use $A=\sigma^2/(\varepsilon_0VkT)$:

$$\frac1A=\frac1{\varepsilon-1}+\frac1s=\frac{s+\varepsilon-1}{s(\varepsilon-1)},$$

which is (5) inverted. The argument also shows the limitation. In a small cell $\mathbf M$ is not exactly Gaussian, and different $\varepsilon'$ can then give different $\varepsilon$. In a large cell, away from a phase transition, $\mathbf M$ gathers many weakly correlated contributions and approaches a Gaussian.

**Q.** I would like to see this with real interactions between dipoles.

**A.** Take rigid point dipoles $\mu$ on a simple cubic lattice of spacing $a$, with $\mu^2/(4\pi\varepsilon_0a^3kT)=0.5$. This is not a liquid, but cubic symmetry also makes the variance and the permittivity isotropic. Heat-bath Monte Carlo for a cell of 64 dipoles, with 250 independent copies and 120 recorded sweeps each, gives

| boundary | $A$ | $\varepsilon$ from (4) |
|---|---|---|
| tin foil | 3.297 | 4.30 ± 0.02 |
| $\varepsilon'=4$ | 2.417 | 4.31 ± 0.02 |
| vacuum | 1.585 | 4.36 ± 0.03 |

The errors are standard errors from the scatter between copies. The variance halves from tin foil to vacuum, while $\varepsilon$ moves by only $1.4\,\%$. This is less than two combined standard errors, so these runs do not decide whether a small difference between the boundaries remains in this cell. Putting the vacuum $A$ into the tin-foil formula would have given $\varepsilon=2.6$. Applying a field $\mu G/(kT)=0.2$ under tin foil and measuring the mean polarization gives 4.27.

With 8 dipoles the results are 3.70 for tin foil and 3.87 for vacuum, a gap of $4.6\,\%$. Both lie well below the 64-dipole values. The gap between the boundaries is only about a third of this change with cell size. Near agreement between two boundaries therefore does not show that the cell is large enough; the cell size must be varied too.

**Q.** If every $\varepsilon'$ leads to the same $\varepsilon$ in a large cell, I may choose freely.

**A.** For the result of a long run, yes; for its statistical error, no. Differentiate (4):

$$\frac{d\varepsilon}{dA}=\frac{(1-A/s)+A/s}{(1-A/s)^2}=\frac1{(1-A/s)^2}.$$

Divide by $\varepsilon-1=A/(1-A/s)$. For small errors,

$$\frac{\delta\varepsilon}{\varepsilon-1}=F\,\frac{\delta A}{A},\qquad F=\frac1{1-A/s}=\frac{\varepsilon-1}{A}=\frac{2\varepsilon'+\varepsilon}{2\varepsilon'+1}=1+\frac{\varepsilon-1}{s}. \tag{6}$$

Next we need $\delta A$. Symmetry gives $\langle\mathbf M\rangle=0$ without a field, so we average $M^2$. For a Gaussian component, $\langle M_x^4\rangle=3\sigma^4$, and $M_x^2$ has variance $3\sigma^4-\sigma^4=2\sigma^4$. The three components together give $M^2$ the mean $3\sigma^2$ and the variance $6\sigma^4$. With $n$ independent snapshots, $(\delta A/A)^2=6\sigma^4/(9\sigma^4n)=2/(3n)$, and

$$\left(\frac{\delta\varepsilon}{\varepsilon-1}\right)^2=\frac{2F^2}{3n}. \tag{7}$$

The number of snapshots needed for a given relative error grows as $F^2$.

**Q.** But my snapshots come from a trajectory. A strong depolarizing field should pull $\mathbf M$ back faster and give me more independent ones per nanosecond.

**A.** It does, and this returns one factor of $F$. Assume that the liquid has a single Debye relaxation, $\varepsilon(\omega)-1=(\varepsilon-1)/(1-i\omega\tau_D)$ for fields varying as $e^{-i\omega t}$, and that the outer continuum responds instantly. Equation (1) then holds at each frequency. Define the response $A(\omega)$ by $\mathbf P(\omega)=\varepsilon_0A(\omega)\,\mathbf G(\omega)$; at $\omega=0$ it is the $A$ of (3). The steps that led to (4) then repeat with $\varepsilon(\omega)$ and $A(\omega)$, and solving (4) for $A(\omega)$ gives

$$A(\omega)=\frac{\varepsilon(\omega)-1}{1+[\varepsilon(\omega)-1]/s}=\frac{\varepsilon-1}{1-i\omega\tau_D+(\varepsilon-1)/s}=\frac{(\varepsilon-1)/F}{1-i\omega\tau_D/F}.$$

The cell dipole therefore relaxes with

$$\tau_M=\frac{\tau_D}{F}. \tag{8}$$

By the fluctuation–dissipation theorem its autocorrelation is $\sigma^2e^{-|u|/\tau_M}$ per component at time lag $u$. For a Gaussian process the covariance of $M_x^2$ is twice the square of this, $2\sigma^4e^{-2|u|/\tau_M}$. The average over a run of length $t\gg\tau_M$ then has the variance

$$\frac1t\int_{-\infty}^{\infty}2\sigma^4e^{-2|u|/\tau_M}\,du=\frac{2\sigma^4\tau_M}{t}.$$

Adding three components and dividing by $(3\sigma^2)^2$ gives $(\delta A/A)^2=2\tau_M/(3t)$. With (6) and (8),

$$\left(\frac{\delta\varepsilon}{\varepsilon-1}\right)^2=F^2\,\frac{2\tau_D}{3Ft}=\frac{2F\tau_D}{3t}. \tag{9}$$

The simulated time needed for a given relative error grows as $F$, not $F^2$.

**Q.** So tin foil wins although its dipole is the slowest?

**A.** Yes, within this Debye model. For $\varepsilon>1$ and positive $\varepsilon'$, $F=1+(\varepsilon-1)/(2\varepsilon'+1)$ falls steadily towards 1 as $\varepsilon'\to\infty$. A matched medium has $F=3\varepsilon/(2\varepsilon+1)$, which is below $3/2$, so it costs less than 50 % more time. Vacuum has $F=(\varepsilon+2)/3$, which grows without limit.

The two laws can be compared with random sampling at $\varepsilon=20$. The first column below is the scatter of $\varepsilon-1$ from sets of 20 000 independent Gaussian snapshots. The second is from 300 overdamped stochastic trajectories of length $1000\,\tau_D$, with the same mobility of $\mathbf M$ for every boundary. This choice builds (8) in, so the second column tests only the statistics that lead from (8) to (9). Values from (7) and (9) are in parentheses.

| boundary | snapshots, % | trajectory, % |
|---|---|---|
| tin foil | 0.58 (0.58) | 2.4 (2.6) |
| matched | 0.85 (0.84) | 3.1 (3.1) |
| vacuum | 4.25 (4.23) | 7.3 (7.0) |

A scatter estimated from 300 runs is itself uncertain by about 4 % of its value, so the tin-foil trajectory result lies about two such uncertainties below the law. The disadvantage of vacuum is clearly smaller for trajectories than for snapshots, as the faster relaxation requires.

**Q.** Give me numbers for a strongly polar liquid.

**A.** Take round model values: $\varepsilon=50$, a cubic cell of edge 3 nm, $T=300$ K and $\tau_D=10$ ps. Then $V=2.70\times10^{-26}\ \mathrm{m^3}$, $kT=4.142\times10^{-21}$ J and $3\varepsilon_0VkT=2.971\times10^{-57}\ \mathrm{C^2\,m^2}$.

For tin foil $A=49$, so $\operatorname{var}(M)=49\times2.971\times10^{-57}=1.456\times10^{-55}\ \mathrm{C^2\,m^2}$, and the root-mean-square dipole is $3.82\times10^{-28}$ C m. For vacuum $A=3\times49/52=2.827$, and the dipole falls to $0.92\times10^{-28}$ C m.

The amplification is $F=1+49/101=1.485$ for the matched medium and $F=1+49/3=17.33$ for vacuum. For a 1 % standard error of $\varepsilon-1$, (9) requires

$$t=\frac{2F\tau_D}{3\,(0.01)^2}=F\times66.7\ \mathrm{ns}.$$

| boundary | $\tau_M$, ps | run, ns | independent snapshots |
|---|---|---|---|
| tin foil | 10.0 | 67 | 6 700 |
| matched | 6.7 | 99 | 14 700 |
| vacuum | 0.58 | 1160 | 2 000 000 |

The vacuum row is the least transferable to a real liquid. A $\tau_M$ below 1 ps lies where librations add a fast part to the response that the single Debye term omits. If that part is instantaneous and brings the permittivity to $\varepsilon_f>1$, the slow time becomes $\tau_D(2\varepsilon'+\varepsilon_f)/(2\varepsilon'+\varepsilon)$, and the run relative to tin foil scales as $(2\varepsilon'+\varepsilon)/(2\varepsilon'+\varepsilon_f)$. The vacuum penalty shrinks, but the ranking stays.

**Q.** And if I accept a 1 % error in the variance?

**A.** If the variance is 1 % too high, (4) gives $\varepsilon=50.5$ for tin foil, 50.7 for the matched medium and 60.2 for vacuum. The linear estimate (6) for vacuum would be $50+0.01\times17.33\times49=58.5$. The result is larger because $A=2.827$ is already close to $s=3$, where (4) diverges. A sampled $A$ above 3 would even give a negative $\varepsilon-1$. Vacuum data therefore need $F\,\delta A/A\ll1$ before (6) can be used for an error bar.

**Q.** When should I not use the formula at all?

**A.** When one of its premises fails. The $\varepsilon'$ in (5) must be the one used in the sampling. If the electrons polarize, $\operatorname{var}(M)$ of rigid charges misses their response. If the liquid contains mobile ions, $\mathbf M$ jumps by charge times cell edge whenever an ion is wrapped back into the cell, so (5) cannot be applied to that total dipole. Unwrapping the ions does not cure this, because they conduct: under tin foil the unwrapped $\mathbf M$ diffuses without bound, and for finite $\varepsilon'$ its $A$ approaches $s$, where (4) diverges. Finally, a run whose mean $\mathbf M$ is far from zero, compared with its expected sampling error, has not yet sampled the distribution, whichever boundary was chosen.
